\section*{Radiative width, sheet reflection and cavity coupling of a two-dimensional exciton, part 2}

An exciton confined to a plane of area $A$, in a transparent medium of real, constant refractive index $n$, emits and reflects light and couples to a cavity. One quantity, the radiative width $\Gamma_0$, sets all three. The exciton has energy $\omega_0$ and total transition dipole $\sqrt A\,M$, so $M^2$ is the squared in-plane dipole per area. At zero in-plane momentum its population decays radiatively at the rate
\begin{equation}
\Gamma_0=\frac{4\pi\omega_0M^2}{nc}.
\label{eq:gamma0}
\end{equation}
The reflection coefficient of the sheet, already derived, and the coupling to a cavity with ideal mirrors a distance $L$ apart, still to be derived, are
\begin{equation}
r(\omega)=\frac{i\Gamma_0/2}{\omega_0-\omega-i(\gamma+\Gamma_0)/2},
\qquad
g=\sqrt{\frac{\Gamma_0c}{nL}} .
\label{eq:results}
\end{equation}
Here $\gamma$ is the nonradiative width and $g$ is the coupling at an antinode of the field. All widths are full widths at half maximum, equal to population decay rates; amplitudes decay at half these rates. The widths and $g$ are small compared with $\omega_0$.

Atomic units are used, with $4\pi\varepsilon_0=1$ and $c=137.036$, and fields vary as $e^{-i\omega t}$. The full response of the sheet, its dipole per area divided by the total field, is $\chi=2\omega_0M^2/(\omega_0^2-\omega^2)$, with $\omega$ replaced by $\omega+i\gamma/2$ to include loss.

The example has reduced mass $\mu=0.25$, total exciton mass $1$, dielectric constant $\varepsilon=n^2=4$, interband dipole $d=1.5$, $\omega_0=0.07$ and $\gamma=10^{-4}$. The electron--hole envelope $\varphi$ gives $M^2=|d|^2|\varphi(0)|^2=0.02238$.

The closing list of values also uses the in-plane momentum $K$, with the light-cone edge at $K=n\omega_0/c$, and the widths $\Gamma_s=\Gamma_0/\cos\theta$ and $\Gamma_p=\Gamma_0\cos\theta$ for $s$ and $p$ polarized emission at angle $\theta$ to the normal. There, "mode evolution" is a test of these rates with discrete photon modes, and "slab" is a Maxwell solution for a thin slab in place of the sheet.

\section{Coupling at a cavity antinode}

The first half concerned an exciton sheet of energy $\omega_0$ in a medium of index $n$, with squared transition dipole per area $M^2$. Its radiative width at zero in-plane momentum is $\Gamma_0=4\pi\omega_0M^2/(nc)$, and $\gamma$ is its nonradiative width. At normal incidence the reflection and transmission amplitudes are
\begin{equation}
r=-\frac{i\Gamma_0/2}{X+i\Gamma_0/2},\qquad t=1+r,
\qquad X=\omega-\omega_0+\frac{i\gamma}{2}.
\label{eq:rX}
\end{equation}
This is the earlier result with numerator and denominator multiplied by $-1$. Atomic units and the time factor $e^{-i\omega t}$ are kept. In the example $n=2$, $\omega_0=0.07$, $\Gamma_0=7.183\times10^{-5}$ and $\gamma=10^{-4}$, with energies in hartree.

Place the sheet at height $z$ between ideal mirrors at $0$ and $L$, the medium filling the whole gap. At zero in-plane momentum the modes have field profiles $\sin(m\pi z/L)$ and frequencies $m\pi c/(nL)$, with $m=1,2,\dots$. Let $E_0$ be the vacuum amplitude at an antinode. As in free space, the electric field holds half of the zero-point energy. The square of the sine averages to one half over the gap, so
\begin{equation}
\frac{n^2E_0^2}{8\pi}\frac{AL}{2}=\frac{\omega}{4},
\qquad E_0^2=\frac{4\pi\omega}{n^2AL}.
\end{equation}
The transition dipole of the sheet is $\sqrt AM$. Its coupling to the mode is therefore
\begin{equation}
g(z)^2=AM^2E_0^2\sin^2\frac{m\pi z}{L}
=\frac{4\pi\omega M^2}{n^2L}\sin^2\frac{m\pi z}{L}.
\label{eq:gz}
\end{equation}
The area cancels again. Now let the mode be resonant with the exciton, $\omega=\omega_0$, and let the sheet lie at an antinode. Eliminating the dipole through $M^2=\Gamma_0nc/(4\pi\omega_0)$ gives
\begin{equation}
g^2=\frac{4\pi\omega_0}{n^2L}\,\frac{\Gamma_0nc}{4\pi\omega_0}
=\frac{\Gamma_0c}{nL}.
\label{eq:g}
\end{equation}
The factor $c/(nL)$ is the rate at which light travelling back and forth crosses the sheet: a round trip takes the time $2nL/c$ and contains two crossings. The squared coupling is the free-space radiative width times this crossing rate.

At resonance $L=m\pi c/(n\omega_0)$, and \eqref{eq:g} becomes
\begin{equation}
g=\sqrt{\frac{\Gamma_0\omega_0}{\pi m}} .
\label{eq:gm}
\end{equation}
At fixed exciton energy and radiative width, the coupling is largest for the half-wave cavity, $m=1$. In the example this cavity has $L=\pi(137.036)/(2\times0.07)=3075$ bohr, or $163$ nm, and
\begin{equation}
g=\sqrt{\frac{(7.183\times10^{-5})(0.07)}{\pi}}
=1.265\times10^{-3}\ \text{hartree}.
\end{equation}

To see what $g$ means for the spectrum, consider the states with either one exciton or one photon of frequency $\omega_c$. If terms that create or destroy two quanta together are neglected, as is the influence of other modes, the energies are the eigenvalues of a two-by-two matrix with diagonal elements $\omega_0$ and $\omega_c$ and off-diagonal elements of modulus $g$:
\begin{equation}
\omega_\pm=\frac{\omega_0+\omega_c}{2}
\pm\sqrt{g^2+\frac{(\omega_0-\omega_c)^2}{4}} .
\end{equation}
At $\omega_c=\omega_0$ the polaritons are separated by $2g=2.53\times10^{-3}$ hartree, or $68.9$ meV. The name Rabi coupling is used here for $g$, and $2g$ is the lossless splitting.

The neglected terms are small if $g$ is small compared with both $\omega_0$ and the mode spacing $\pi c/(nL)=\omega_0/m$. The second condition is the stricter one for $m>1$. By \eqref{eq:gm} it reads
\begin{equation}
\frac{mg}{\omega_0}=\sqrt{\frac{m\Gamma_0}{\pi\omega_0}}\ll1 .
\end{equation}
It fails for a cavity so long that the mode spacing becomes comparable with $\Gamma_0$. The exciton then couples to many modes at once, and for a still denser set it decays as in free space until the emitted light returns from the mirrors. In the half-wave example $g/\omega_0=0.018$.

The coupling was tested with an eigenvalue problem that makes neither approximation. There the cavity field is represented by finite elements and coupled to the full oscillator response of the sheet. The following splittings result, in $10^{-3}$ hartree:
\begin{center}
\begin{tabular}{lcc}
Position and mode & Formula & Maxwell\\
$z=L/2$, $m=1$ & 2.530 & 2.530\\
$z=L/4$, $m=1$ & 1.789 & 1.789\\
$z=L/2$, $m=3$ & 1.461 & 1.460
\end{tabular}
\end{center}
The second row contains the factor $\sin(\pi/4)=1/\sqrt2$ from \eqref{eq:gz}, and the third the factor $1/\sqrt3$ from \eqref{eq:gm}.

In a real dielectric mirror the field penetrates the layers, and the distance between the mirror surfaces no longer fixes the normalization. For a mode profile $f(z)$ in lossless layers whose dielectric function $\varepsilon(z)$ does not depend on frequency, the condition on the electric energy is
\begin{equation}
\frac{AE_0^2}{8\pi}\int\varepsilon(z)f(z)^2dz=\frac{\omega}{4}.
\end{equation}
The squared vacuum field at the sheet position $z_0$ is $E_0^2f(z_0)^2$. It has the value found for ideal mirrors if $L$ is replaced by
\begin{equation}
L_{\rm eff}=\frac{2\int\varepsilon(z)f(z)^2dz}{n^2f(z_0)^2}.
\end{equation}
For ideal mirrors and an antinode the integral equals $n^2L/2$ and $L_{\rm eff}=L$. Energy stored in the mirrors adds to the integral and lowers the coupling. A metal needs a different energy expression because its dielectric function depends strongly on frequency.

Finite mirror transmission can be treated by following the waves between the mirrors and the sheet. This also derives the coupling a second time, from the reflection coefficient alone. Put the sheet at the centre, and let each mirror reflect the amplitude $-\sqrt R$ and transmit $i\sqrt{1-R}$. These values conserve energy and reduce to an ideal mirror for $R=1$. They are taken as independent of frequency.

The structure is symmetric, so its modes are even or odd about the sheet. In an even mode, equal waves reach the sheet from both sides. The wave leaving on either side is the reflected part of one and the transmitted part of the other, with total amplitude $r+t=1+2r$. In an odd mode the amplitude is $r-t=-1$, independent of the exciton: the field vanishes at the sheet. For an even mode to sustain itself, a wave that leaves a mirror, travels to the sheet, scatters, travels on to a mirror and is reflected must return to its initial amplitude. The total path is $L$, hence
\begin{equation}
(1+2r)(-\sqrt R)\,e^{in\omega L/c}=1 .
\label{eq:trip}
\end{equation}

Let $\omega_c$ be the frequency of an even mode of the ideal empty cavity, where $e^{in\omega_cL/c}=-1$. One transit takes the time $nL/c$ and ends with one reflection, which leaves the fraction $R$ of the energy. The empty cavity therefore loses energy at the rate
\begin{equation}
\kappa=\frac{c}{nL}\ln\frac1R .
\end{equation}
Since $\sqrt R=e^{-\kappa nL/(2c)}$, the mirror factor and the phase combine into one exponential:
\begin{equation}
-\sqrt R\,e^{in\omega L/c}=e^{iu},\qquad
u=\frac{nL}{c}\left(\omega-\omega_c+\frac{i\kappa}{2}\right).
\end{equation}
From \eqref{eq:rX}, $1+2r=(X-i\Gamma_0/2)/(X+i\Gamma_0/2)$. Condition \eqref{eq:trip} then becomes
\begin{align}
X-\frac{i\Gamma_0}{2}&=e^{-iu}\left(X+\frac{i\Gamma_0}{2}\right),\nonumber\\
X(1-e^{-iu})&=\frac{i\Gamma_0}{2}(1+e^{-iu}).
\end{align}
Multiplying by $e^{iu/2}$ turns the brackets into $2i\sin(u/2)$ and $2\cos(u/2)$, so
\begin{equation}
X\tan\frac u2=\frac{\Gamma_0}{2}.
\label{eq:tan}
\end{equation}
Near a cavity resonance with good mirrors $|u|\ll1$, and the tangent may be replaced by $u/2$. Multiplication by $2c/(nL)$ gives
\begin{equation}
\left(\omega-\omega_0+\frac{i\gamma}{2}\right)
\left(\omega-\omega_c+\frac{i\kappa}{2}\right)
=\frac{\Gamma_0c}{nL}=g^2 .
\label{eq:poles}
\end{equation}
This is the equation of two damped coupled oscillators, with the coupling \eqref{eq:g} found from the quantized mode. The first correction to the tangent is of relative size $u^2/12$. At a detuning $g$ from the half-wave resonance, the real part of $u$ is $\pi g/\omega_0=0.057$, and the correction is about $3\times10^{-4}$.

The width $\Gamma_0$ does not appear in \eqref{eq:poles} as a further loss of the exciton. The emission it describes in free space goes into the field between the mirrors, where it can be reabsorbed, and energy leaves through $\kappa$ or $\gamma$. Adding $\Gamma_0$ to $\gamma$ would count the same coupling twice.

For $\omega_c=\omega_0$, write $x=\omega-\omega_0$. Then \eqref{eq:poles} is the quadratic equation
\begin{equation}
x^2+\frac{i(\kappa+\gamma)}{2}x-\frac{\kappa\gamma}{4}-g^2=0,
\end{equation}
with the solutions
\begin{equation}
x_\pm=-\frac{i(\kappa+\gamma)}{4}
\pm\sqrt{g^2-\frac{(\kappa-\gamma)^2}{16}} .
\label{eq:xpm}
\end{equation}
The two frequencies differ if $g>|\kappa-\gamma|/4$. Both polaritons then have the width $(\kappa+\gamma)/2$, because each is half photon and half exciton. The two lines are resolved if the splitting also exceeds this width. By \eqref{eq:xpm} this means $4g^2-(\kappa-\gamma)^2/4>(\kappa+\gamma)^2/4$, or $g^2>(\kappa^2+\gamma^2)/8$. The condition reduces to $2g>(\kappa+\gamma)/2$ only for $\kappa=\gamma$. For very unequal widths that simpler inequality marks little more than the point where the splitting begins. Two maxima in a transmission spectrum are a weaker sign. Without nonradiative loss the sheet reflects all the light at $\omega_0$, so the transmission vanishes there for any nonzero $g$, and a dip can appear even when the two resonance frequencies coincide.

With $R=0.98$ the example has $\kappa=4.50\times10^{-4}$ hartree, and
\begin{equation}
2\sqrt{(1.2651\times10^{-3})^2-\frac{(3.50\times10^{-4})^2}{16}}
=2.524\times10^{-3}\ \text{hartree}.
\end{equation}
The complex resonances of the full multiple-reflection problem, with the complete sheet response, are also split by $2.524\times10^{-3}$. Their mean width is $2.751\times10^{-4}$ hartree, in agreement with $(\kappa+\gamma)/2$. Adding $\Gamma_0$ as a loss would have given $3.11\times10^{-4}$.

A transmission measurement shows the maxima of a spectrum, which need not coincide with the real parts of the resonances. A wave of unit amplitude incident from the left is the sum of an even and an odd pair of incident waves, each of amplitude $1/2$. In the even part, the inward wave just inside a mirror has amplitude $a$ with
\begin{equation}
a=\frac{i\sqrt{1-R}}{2}+e^{iu}(1+2r)a .
\end{equation}
After crossing the cavity it leaves through the right mirror with the further factor $i\sqrt{1-R}\,(1+2r)e^{in\omega L/c}$. Close to the even resonance $e^{in\omega L/c}\simeq-1$. The odd part is not resonant there and is dropped, together with the direct mirror reflections, which cancel on the right between the even and odd parts. The transmitted amplitude is
\begin{equation}
\tau\simeq\frac{1-R}{2}\,
\frac{1}{(1+2r)^{-1}-e^{iu}} .
\end{equation}
For $|X|\gg\Gamma_0$, which holds near the polariton lines, $(1+2r)^{-1}\simeq1+i\Gamma_0/X$. With $e^{iu}\simeq1+iu$ and $1-R\simeq\ln(1/R)=\kappa nL/c$ this becomes
\begin{equation}
\tau\simeq\frac{i\kappa/2}
{\omega-\omega_c+i\kappa/2-g^2/X}.
\end{equation}
At $\omega_c=\omega_0$, multiplying numerator and denominator by $X$ and taking the squared modulus gives
\begin{equation}
|\tau|^2=\frac{\kappa^2}{4}\,
\frac{x^2+\gamma^2/4}
{(x^2-g^2-\kappa\gamma/4)^2+x^2(\kappa+\gamma)^2/4}.
\label{eq:T}
\end{equation}
If $\gamma\ll g$, the term $\gamma^2/4$ in the numerator is negligible near the lines. After division by $x^2$, the denominator is smallest where its first bracket vanishes. The maxima therefore lie at
\begin{equation}
x^2\simeq g^2+\frac{\kappa\gamma}{4},\qquad
|\tau|^2_{\max}\simeq\left(\frac{\kappa}{\kappa+\gamma}\right)^2 .
\end{equation}
They are slightly farther apart than $2g$, whereas the resonances are slightly closer together. The numbers give
\begin{equation}
2\sqrt{1.6005\times10^{-6}+1.125\times10^{-8}}
=2.539\times10^{-3}\ \text{hartree},
\end{equation}
which is the peak separation found in the full spectrum. The predicted height is $(0.450/0.550)^2=0.67$, also in agreement with the spectrum. A coupling read directly from the peak separation would here be about $0.3\%$ too large.

In the opposite limit, light leaves the cavity too fast for an oscillating exchange of energy with the exciton. Take $\gamma=0$ and $\omega_c=\omega_0$, and let the resulting width be much smaller than $\kappa$. In \eqref{eq:tan} one may then set $\omega=\omega_0$ inside $u$, which leaves $u=\frac i2\ln(1/R)$. With $\tan(iy)=i\tanh y$ and $y=\frac14\ln(1/R)$,
\begin{equation}
\omega-\omega_0=-\frac{i\Gamma_0}{2}\coth y .
\end{equation}
The energy decay rate is minus twice the imaginary part of $\omega$. Since $e^{2y}=1/\sqrt R$,
\begin{equation}
\Gamma_{\rm cav}=\Gamma_0\coth y
=\Gamma_0\frac{e^{2y}+1}{e^{2y}-1}
=\Gamma_0\frac{1+\sqrt R}{1-\sqrt R}.
\label{eq:weak}
\end{equation}
As $R\to0$ the mirrors disappear and the free-space width returns. For good mirrors $y\ll1$ and $\coth y\simeq1/y$, so $\Gamma_{\rm cav}\simeq4\Gamma_0/\ln(1/R)=4g^2/\kappa$, the enhanced decay of a weakly coupled emitter. This last form still requires $4g^2/\kappa\ll\kappa$.

For $R=0.04$, equation \eqref{eq:weak} gives $\Gamma_{\rm cav}=(1.2/0.8)\Gamma_0=1.0775\times10^{-4}$ hartree, and the full multiple-reflection problem gives $1.0786\times10^{-4}$. The same sheet, with the same $\Gamma_0$, thus shows a modestly broadened line between weak mirrors and a polariton doublet between good ones. The main values of both halves are listed in the numerical output.

\section*{Computed values}
\begin{verbatim}
reduced mass: 0.25 m_e
total exciton mass: 1 m_e
refractive index n: 2
dielectric constant: 4
interband dipole d: 1.5 e bohr
exciton energy w0: 0.07 hartree
nonradiative width gamma: 0.0001 hartree
speed of light: 137.035999 a.u.
envelope decay length: 8 bohr
binding energy, formula: 0.0312500 hartree
binding energy, diagonalized: 0.0312500 hartree
phi(0)^2, formula: 0.0099472 bohr^-2
phi(0)^2, diagonalized: 0.0099472 bohr^-2
M^2: 0.022381 e^2
light-cone edge K: 0.0010216 bohr^-1
exciton kinetic energy at edge: 5.2186e-07 hartree
Gamma0, formula: 7.1833e-05 hartree
Gamma0, mode evolution: 7.2021e-05 hartree
Gamma0 converted: 1.9547 meV
radiative lifetime 1/Gamma0: 336.74 fs
angle: 60 degrees
Gamma_s at angle, formula: 0.00014367 hartree
Gamma_s at angle, mode evolution: 0.00014433 hartree
Gamma_p at angle, formula: 3.5917e-05 hartree
Gamma_p at angle, mode evolution: 3.5951e-05 hartree
least survival at K = 1.2 edge, to 3/Gamma0: 0.99315
largest slab-sheet amplitude difference: 4.62e-04
resonant r, real part: -0.41804
resonant reflectance: 0.17476
resonant transmittance: 0.33868
resonant absorption, formula: 0.48657
resonant absorption, slab: 0.48657
half-wave cavity length: 3075.1 bohr
cavity length converted: 162.73 nm
coupling g: 0.0012651 hartree
coupling g converted: 34.426 meV
lossless splitting 2g: 0.0025303 hartree
lossless splitting converted: 68.852 meV
finite-element splitting, antinode: 0.0025299 hartree
finite-element splitting, z = L/4: 0.0017886 hartree
finite-element splitting, order 3: 0.0014605 hartree
ratio g/w0: 0.018073
mirror reflectance R: 0.98
cavity decay rate kappa: 0.00045015 hartree
lossy pole splitting, formula: 0.0025242 hartree
lossy pole splitting, all reflections: 0.0025238 hartree
mean polariton FWHM, formula: 0.00027508 hartree
mean polariton FWHM, poles: 0.0002751 hartree
transmission peak splitting: 0.0025391 hartree
transmission peak height, formula: 0.6695
transmission peak height, spectrum: 0.67069
weak-mirror reflectance: 0.04
weak-mirror exciton width, formula: 0.00010775 hartree
weak-mirror exciton width, pole: 0.00010786 hartree
\end{verbatim}
